# Double-grid projection: restricted projectors, aliasing, bias and cost, part 2

In the real-space projector augmented-wave (PAW) method, an orbital $\psi$ is stored as values $\psi_J$ on a coarse grid $X_J=JH$ in $d$ dimensions. An atom at $R$ needs $b=\int p^*(x-R)\,\psi(x)\,d^dx$ with a short-ranged projector $p$. The double grid interpolates $\psi_J$ to $x_j=jh$, $h=H/n$, integer $n\ge2$, where $p_j=p(x_j-R)$. The variation of the discrete $b$ with $R$ inside a cell is the egg-box error. Hartree atomic units are used.

**A1.** $(C\psi)_j=\sum_J C_{jJ}\psi_J$, with real weights independent of $\psi$, band and $R$.

**A2.** $p$ is continuous and vanishes for $|x-R|\ge r_c$; the grid is infinite or periodic.

**A3.** $C_{jJ}=\prod_{\alpha=1}^d\varphi_o\big((j_\alpha-nJ_\alpha)/n\big)$, with Lagrange order $o=1$ or $3$.

**Lemma 1.** The kernels are even, equal one at zero and vanish at other integers. For $t\ge0$, $\varphi_1(t)=1-t$ when $t<1$ and
$$\varphi_3(t)=\tfrac12(t^2-1)(t-2)\quad(t<1),\qquad \varphi_3(t)=-\tfrac16(t-1)(t-2)(t-3)\quad(1\le t<2),$$
and zero beyond.

**Theorem 1.** The fine route equals a coarse dot product:
$$h^d\sum_j p_j^*\,(C\psi)_j=H^d\sum_J w_J^*\,\psi_J,\qquad w_J=\frac1{n^d}\sum_j C_{jJ}\,p_j .$$
Direct sampling is $b^{\rm dir}=H^d\sum_Jp^*(X_J-R)\psi_J$.

**Corollary 3.** For $\psi=e^{ik\cdot x}u$ with $u$ interpolated and the phase evaluated on the fine grid,
$$b=H^d\sum_J(w^k_J)^*u_J,\qquad w^k=n^{-d}C^T\big(p\,e^{-ik\cdot x}\big).$$

**Lemma 2.** With $t\in[0,1)$ the position in an interval in units of $H$ and $\upsilon=t(1-t)$, one-dimensional interpolation $I$ gives $I[x^l]=x^l$ for $l\le o$, and
$$I[x^{o+1}]=x^{o+1}-H^{o+1}\omega_o(t),\qquad \omega_1=-\upsilon,\qquad \omega_3=\upsilon^2+2\upsilon .$$
Over the fine points, $\langle\upsilon\rangle=(n^2-1)/6n^2$ and $\langle\upsilon^2\rangle=(n^4-1)/30n^4$. Define
$$\kappa_1=\tfrac12\langle\upsilon\rangle=\frac{n^2-1}{12n^2},\qquad \kappa_3=\tfrac1{24}\langle\upsilon^2+2\upsilon\rangle .$$

The accuracy of $b$ is studied first in one dimension, with
$$G=\frac{2\pi}H,\qquad P(q)=\int p^*(y)\,e^{iqy}\,dy,\qquad c(q)=\frac1n\sum_{s\in\mathbb Z}\varphi_o(s/n)\,e^{-iqsh}.$$
For $\psi=e^{ikx}$ the true projection is $P(k)e^{ikR}$.

**Lemma 3.** Let $p$ be continuous, of compact support or rapid decay, with $\sum_m|P(q+mg)|<\infty$ for $g=2\pi/\Delta$. Then
$$\Delta\sum_jp^*(j\Delta-R)\,e^{iqj\Delta}=\sum_{m\in\mathbb Z}P(q+mg)\,e^{i(q+mg)R}.$$

The printed values at the end also include checks of earlier results on forces, moments of $w$ and the Steiner bound on its number of nonzero points.

### Lemma 4 (interpolated plane wave)

For $\psi_J=e^{ikX_J}$ with any real $k$,
$$(C\psi)_j=\sum_{m=0}^{n-1}c(k+mG)\,e^{i(k+mG)x_j}.$$
The function $c$ is real, even and of period $nG$, and $\sum_{m=0}^{n-1}c(k+mG)=1$.

*Proof.* Write $(C\psi)_j=e^{ikx_j}\gamma_j$ with $\gamma_j=\sum_J\varphi_o\big((j-nJ)/n\big)e^{-ik(j-nJ)h}$. The shift $j\to j+n$, $J\to J+1$ leaves $\gamma_j$ unchanged, so it has a discrete Fourier series in the $n$ functions $e^{2\pi imj/n}=e^{imGx_j}$, with coefficients $n^{-1}\sum_{j=0}^{n-1}\gamma_je^{-imGx_j}$. Because $e^{imGX_J}=1$, the phase may be written $e^{-imG(j-nJ)h}$. As $j$ runs over one period and $J$ over all integers, $s=j-nJ$ takes each integer once, and the coefficient is $c(k+mG)$. Evenness of $\varphi_o$ makes $c$ real and even. The period follows from $nGh=2\pi$. At $j=0$ the kernel vanishes at nonzero integers, so $\gamma_0=1$, which is the sum rule. $\square$

### Lemma 5 (closed forms)

With $\theta=qh/2$ and $F=\sin n\theta/(n\sin\theta)$,
$$c_1(q)=F^2,\qquad c_3(q)=F^4\Big[1+\tfrac23(n^2-1)\sin^2\theta\Big].$$

*Proof.* For $o=1$, the number of pairs $(s',s'')$ in $0,\dots,n-1$ with $s'-s''=s$ is $n-|s|$, so
$$c_1=\frac1{n^2}\sum_{|s|<n}(n-|s|)e^{-2is\theta}=\frac1{n^2}\Big|\sum_{s'=0}^{n-1}e^{-2is'\theta}\Big|^2=\frac{\sin^2n\theta}{n^2\sin^2\theta},$$
by the geometric sum.

For $o=3$, define the even function $\chi(t)=-\tfrac16t(1-t)(2-t)$ for $0\le t\le1$, zero beyond. The first claim is $\varphi_3(t)=\varphi_1(t)+\chi(t+1)-2\chi(t)+\chi(t-1)$. For $0\le t<1$, $\chi(t+1)=0$ and $\chi(t-1)=\chi(1-t)=-\tfrac16(1-t)t(1+t)$, so the right side is
$$(1-t)\Big[1+\tfrac13t(2-t)-\tfrac16t(1+t)\Big]=\tfrac12(1-t)(2+t-t^2)=\tfrac12(1-t)(2-t)(1+t),$$
which is the first branch of $\varphi_3$. For $1\le t<2$ the one surviving term is $\chi(t-1)=-\tfrac16(t-1)(2-t)(3-t)$, the second branch. A shift of $t$ by $\pm1$ is a shift of $s$ by $\pm n$ and multiplies the transform by $e^{\pm2in\theta}$. With $\hat\chi=n^{-1}\sum_s\chi(s/n)e^{-2is\theta}$ and $2\cos2n\theta-2=-4\sin^2n\theta$,
$$c_3=c_1-4\sin^2(n\theta)\,\hat\chi .$$

To find $\hat\chi$, take the second difference of $\chi_s=\chi(s/n)$ on the fine grid. On $[0,1]$, $\chi=-\tfrac16(2t-3t^2+t^3)$ and $\chi''=1-t=\varphi_1$. For a cubic polynomial the central second difference with step $1/n$ equals $\chi''/n^2$, since the odd Taylor terms cancel and the fourth derivative is zero. This covers $1\le|s|\le n-1$. At $s=0$ the difference is
$$2\chi(1/n)=-\frac2{3n}+\frac1{n^2}-\frac1{3n^3}=\frac{\varphi_1(0)}{n^2}-A,\qquad A=\frac{2n^2+1}{3n^3}.$$
At $s=\pm n$, where $\varphi_1=0$, it is $\chi(1-1/n)=-B$ with $B=\tfrac16\,n^{-1}(1-n^{-2})=(n^2-1)/6n^3$. Beyond it is zero. The second difference multiplies the transform by $-4\sin^2\theta$, so
$$-4\sin^2\theta\,\hat\chi=\frac{F^2}{n^2}-\frac{A+2B\cos2n\theta}{n}.$$
Now $A+2B=3n^2/3n^3=1/n$ and $\cos2n\theta=1-2\sin^2n\theta$, so $A+2B\cos2n\theta=n^{-1}-\tfrac23(n^2-1)n^{-3}\sin^2n\theta$, and
$$-4\sin^2\theta\,\hat\chi=\frac1{n^2}\Big[F^2-1+\frac{2(n^2-1)}{3n^2}\sin^2n\theta\Big].$$
Multiply by $\sin^2n\theta/\sin^2\theta=n^2F^2$ and use $\sin^2n\theta=n^2F^2\sin^2\theta$ in the bracket:
$$-4\sin^2(n\theta)\hat\chi=F^4-F^2+\tfrac23(n^2-1)F^4\sin^2\theta .$$
Adding $c_1=F^2$ gives the result; at zeros of $\sin\theta$ it holds by continuity. $\square$

Both $c_1$ and $c_3$ are non-negative, and the sum rule then bounds each value by one.

### Lemma 6 (small wave numbers)

For $kH\to0$,
$$1-c(k)=\kappa_o\,(kH)^{o+1}+O\big((kH)^{o+3}\big),$$
and for $m$ not a multiple of $n$, with $s_m=\sin(\pi m/n)$, to leading order
$$c_1(k+mG)\simeq\frac{(kH/2)^2}{n^2s_m^2},\qquad c_3(k+mG)\simeq\frac{(kH/2)^4}{n^4s_m^4}\Big[1+\tfrac23(n^2-1)s_m^2\Big].$$

*Proof.* By Lemma 4, $c(k)$ is the average of $\gamma_j$ over a period. With $t=j/n$, expand the exponential in the finite sum:
$$\gamma_j=\sum_{l\ge0}\frac{(-ikH)^l}{l!}M_l(t),\qquad M_l(t)=\sum_J\varphi_o(t-J)\,(t-J)^l .$$
$M_l(t)$ is the interpolant of the polynomial $y\mapsto(t-y)^l$ evaluated at $y=t$. For $l\le o$ the polynomial is reproduced, so $M_0=1$ and $M_l=0$ for $1\le l\le o$. For $l=o+1$, an even power, the leading coefficient is $+1$ and the polynomial vanishes at $y=t$, so $M_{o+1}=-\omega_o(t)$ by Lemma 2. For $o=1$, $(-i)^2=-1$ and $c=1-\tfrac12(kH)^2\cdot2\kappa_1+\dots$; for $o=3$, $(-i)^4=1$ and $c=1-\tfrac1{24}(kH)^4\cdot24\kappa_3+\dots$. Since $c$ is even, the next power is $o+3$. For the second part, $\theta=kh/2+\pi m/n$, so $\sin^2n\theta=\sin^2(kH/2)\simeq(kH/2)^2$ and $\sin\theta\to s_m\neq0$ in Lemma 5. $\square$

The closed forms are tested against the defining sum for several $n$; the sum rule, the limit $\kappa_o$ and the exponent $o+1$ of the $m=1$ alias are then tested on the closed forms. At $k=1.5$ bohr$^{-1}$, $H=0.4$ bohr and $n=3$, $kH=0.6$. The linear values are $c(k)=0.973599$, $c(k+G)=0.01168$ and $c(k-G)=0.01472$; by periodicity $c(k-G)=c(k+2G)$, and the three add to one. The loss $0.02640$ compares with $\kappa_1(kH)^2=0.074074\times0.36=0.02667$. The cubic values are $0.998281$, $7.4\times10^{-4}$ and $9.8\times10^{-4}$, and the loss $0.00172$ compares with $0.013717\times0.1296=0.00178$. The leading alias formula, with $s_1^2=3/4$, gives $0.09/6.75=0.0133$ and $5\times0.0081/45.56=8.9\times10^{-4}$, which lie between the values at $k+G$ and $k-G$; the correction odd in $k$ comes from $\sin\theta$.

### Theorem 2 (alias expansion)

Under A1 to A3 and the conditions of Lemma 3, for $\psi_J=e^{ikX_J}$,
$$b=\sum_{m\in\mathbb Z}c(k+mG)\,P(k+mG)\,e^{i(k+mG)R},\qquad b^{\rm dir}=\sum_{m\in\mathbb Z}P(k+mG)\,e^{i(k+mG)R}.$$
In $d$ dimensions $m$ is an integer vector and $c$ is the product of the one-dimensional factors.

*Proof.* The second formula is Lemma 3 with $\Delta=H$. For the first, insert Lemma 4 into the fine route and apply Lemma 3 with $\Delta=h$, $g=nG$, to each term:
$$b=\sum_{m'=0}^{n-1}c(k+m'G)\sum_{l\in\mathbb Z}P(k+m'G+lnG)\,e^{i(k+m'G+lnG)R}.$$
Every integer is $m=m'+ln$ in one way, and $c(k+m'G)=c(k+mG)$ by periodicity. In $d$ dimensions Lemma 3 is applied to each coordinate in turn, and Lemma 4 factorizes by A3. $\square$

Both expansions are tested in one dimension with a Gaussian projector narrow enough for the aliases to matter.

*Remark 5 (three kinds of term).* Relative to the true value $P(k)e^{ikR}$, each term with $m\ne0$ carries the extra phase $e^{imGR}$, and these terms form the egg-box. Those with $m$ not a multiple of $n$ are multiplied by a factor of order $(kH)^{o+1}$. Those with $m$ a nonzero multiple of $n$ are multiplied by $c(k)$, close to one; they are the aliases of the fine grid and are reduced by raising $n$, not $o$. The term $m=0$ is multiplied by $c(k)\le1$, a relative bias $-\kappa_o(kH)^{o+1}$ at leading order that is independent of $R$. By the sum rule the weight lost at $m=0$ equals the weight left in the $n-1$ damped aliases of one period. The bias does not vanish as $n\to\infty$: $\kappa_1\to\tfrac1{12}$ and $\kappa_3\to\tfrac1{24}(\tfrac1{30}+\tfrac13)=\tfrac{11}{720}$.

*Remark 6 (when the double grid is harmful).* The method assumes an orbital that is smooth on the coarse grid and a projector that is not. For $kH$ near $\pi$ it hardly damps the nearest alias relative to the wanted term $m=0$: at $k=G/2$ evenness makes $c(k-G)=c(k)$, so both are reduced by the same factor. In the opposite case of a soft projector, with $|P(k\pm G)|\ll\kappa_o(kH)^{o+1}|P(k)|$, direct sampling has almost no alias to remove and the bias dominates. For a Gaussian of width $\lambda$, $|P(q)|\propto e^{-q^2\lambda^2/2}$ and $|P(k-G)/P(k)|=e^{-\lambda^2G(G-2k)/2}$. With $\lambda=0.5$ bohr, $G=15.708$ bohr$^{-1}$ and $k=1.5$ bohr$^{-1}$ the exponent is $-0.125\times15.708\times12.708\approx-25$. The computed ratios of $b$ to the true value are $1.000000$ for direct sampling, $0.973599$ for linear and $0.998281$ for cubic weights, the latter two being $c(k)$. If this plane wave is treated as a Bloch state with $u=1$ and $u$ is interpolated (Corollary 3), the ratio is $1.000000$ for both orders. In that route a component $e^{i\mu x}$ of $u$ is weighted by $c(\mu+mG)P(k+\mu+mG)$, as follows from Theorem 2 with $p\to p\,e^{-ikx}$.

### Corollary 5 (bias in real space)

Let atom and orbital move together, $\psi_J=\psi(X_J-R)$ with $\psi(y)=\int\alpha(k)e^{ik\cdot y}d^dk$ and $\alpha$ absolutely integrable. Then
$$b(R)=\sum_me^{iGm\cdot R}\int\alpha(k)\,c(k+mG)\,P(k+mG)\,d^dk ,$$
and, when $\alpha P$ is concentrated at $|k|H\ll1$, the average over the cell differs from $\langle p|\psi\rangle$ at leading order by
$$\Delta b_1=+\kappa_1H^2\langle p|\nabla^2\psi\rangle,\qquad \Delta b_3=-\kappa_3H^4\Big\langle p\Big|\sum_\alpha\partial_\alpha^4\psi\Big\rangle .$$

*Proof.* The samples are $\int\alpha(k)e^{-ik\cdot R}e^{ik\cdot X_J}d^dk$. Theorem 2 applies to each $k$, and $e^{-ik\cdot R}$ cancels the common phase. The cell average keeps $m=0$, and $\langle p|\psi\rangle=\int\alpha P$, so the difference is $\int\alpha\,(c-1)P$. By Lemma 6 the product of one-dimensional factors gives $c-1\simeq-\kappa_oH^{o+1}\sum_\alpha k_\alpha^{o+1}$. Under the integral $-k_\alpha^2$ is $\partial_\alpha^2$ and $k_\alpha^4$ is $\partial_\alpha^4$, which fixes the two signs. The neglected terms are smaller by a factor of order $(kH)^2$. $\square$

Taking $\psi$ to be a smooth partial wave shows that the duality $\langle p_i|\tilde\phi_l\rangle=\delta_{il}$ of the PAW construction is violated on the grid, in the average over the cell and at leading order, by this same amount.

### Worked example

The model has round parameters. The projector is $p(r)=N(1-r^2/r_c^2)^2$ for $r<r_c=1.2$ bohr, normalized to $\int p^2=1$, which gives $N=1.11653$ bohr$^{-3/2}$. The orbital is $\psi=N_\psi e^{-r^2/2\sigma^2}$ with $\sigma=1.5$ bohr and $N_\psi=(\pi\sigma^2)^{-3/4}=0.23068$ bohr$^{-3/2}$, centred on the atom. The energy is $E=Db^2$ with $D=1$ Ha. The grids have $H=0.4$ bohr and $n=3$, so $h=0.13333$ bohr. Radial quadrature gives $b_0=0.383785$ and $E_0=0.383785^2=0.147291$ Ha. Atom and orbital are moved together through 24 equally spaced positions along $x$ over one cell, with $R_y=R_z=0$. The error is $\delta E=D(b^2-b_0^2)$, and the egg-box amplitude is the largest minus the smallest $\delta E$ of the scan. The row "fine" samples the true orbital on the fine grid and is the reference that no interpolation enters.

| scheme | mean $\delta E$ (mHa) | max $\lvert\delta E\rvert$ (mHa) | egg-box (mHa) |
|---|---|---|---|
| direct | 0.801 | 1.138 | 0.698 |
| linear | −4.249 | 4.253 | 0.0101 |
| cubic | −0.144 | 0.148 | 0.0094 |
| fine | 0.0105 | 0.0164 | 0.0094 |

The egg-box falls from $18.988$ meV to $0.274$ meV with linear and $0.255$ meV with cubic weights, reductions by factors of $69.2$ and $74.5$. The largest errors on the scan line, relative to $E_0$, are $1.138/147.3=0.77\%$ for direct sampling, $2.9\%$ for linear and $0.10\%$ for cubic weights. On this scan line both orders flatten the energy, while the linear weights make the absolute error $4.253/1.138=3.7$ times larger than direct sampling and the cubic weights make it $1.138/0.148=7.7$ times smaller. The program asserts this ordering and a reduction of the egg-box by more than a factor of ten.

**The bias.** For the Gaussian, $\partial_x^2\psi=(x^2/\sigma^4-1/\sigma^2)\psi$, and differentiating twice more gives $\partial_x^4\psi=(3/\sigma^4-6x^2/\sigma^6+x^4/\sigma^8)\psi$. Summing over directions and averaging over angles, with $\langle x^4\rangle=r^4/5$, the radial integrands are $p\psi\,(r^2/\sigma^4-3/\sigma^2)$ and $p\psi\,(9/\sigma^4-6r^2/\sigma^6+3r^4/5\sigma^8)$. The integrals are $-0.47671$ bohr$^{-2}$ and $0.59159$ bohr$^{-4}$. Corollary 5 gives
$$\Delta b_1=0.074074\times0.16\times(-0.47671)=-5.650\times10^{-3},$$
$$\Delta b_3=-0.013717\times0.0256\times0.59159=-2.077\times10^{-4}.$$
A scan along $x$ does not average away the terms with $m_x=0$ and $m_y$ or $m_z$ nonzero. The comparison is therefore made with the mean of $b-b^{\rm fine}$, in which the fine-grid aliases cancel up to the factor $c(k)-1$. The observed values are $-5.590\times10^{-3}$ and $-2.015\times10^{-4}$, smaller in size than the leading-order ones by $1.1\%$ and $3.0\%$ of the latter.

These shifts account for the mean energies. With $\delta E=2Db_0\,\delta b+D\,\delta b^2$ and $2Db_0=0.76757$ Ha, the linear case gives $0.76757\times(-5.5903)=-4.2909$ mHa, the quadratic term adds $0.0313$ mHa and the fine-grid offset $0.0105$ mHa, for a total of $-4.249$ mHa. The cubic case gives $0.76757\times(-0.20149)=-0.1547$ mHa, and with the offset $-0.144$ mHa. Both match the table.

**The egg-box.** For direct and for fine sampling of the true orbital, $b$ is the grid sum of the radial function $f=p\psi$, and Lemma 3 gives $b=\sum_m\hat f(|m|g)\,e^{igm\cdot R}$ with $g=G$ or $g=nG$. The angular integral of the plane wave gives $\hat f(q)=(4\pi/q)\int_0^{r_c}\xi(r)\sin qr\,dr$ with $\xi=rf$. At $r_c$, $\xi=\xi'=0$; at the origin $\xi=\xi''=0$ because $\xi$ is odd in $r$. Integrating by parts,
$$\int_0^{r_c}\xi\sin qr\,dr=\frac1q\int_0^{r_c}\xi'\cos qr\,dr=-\frac1{q^2}\int_0^{r_c}\xi''\sin qr\,dr=\frac{\xi''(r_c)\cos qr_c}{q^3}+O(q^{-4}),$$
where the boundary terms of the first two steps vanish. Hence $\hat f(q)\simeq4\pi\xi''(r_c)\cos(qr_c)/q^4$ for $qr_c\gg1$; the same $q^{-4}$ decay of $P$ makes the three-dimensional alias sums converge absolutely. Near the edge $1-r^2/r_c^2\simeq2(r_c-r)/r_c$, so the second derivative of its square is $8/r_c^2$ and $\xi''(r_c)=8N\psi(r_c)/r_c$. With $\psi(r_c)=0.23068\,e^{-0.32}=0.1675$ bohr$^{-3/2}$, $\xi''(r_c)=8\times1.11653\times0.1675/1.2=1.247$ bohr$^{-4}$. Since $r_c=3H$, $Gr_c=6\pi$ and $nGr_c=18\pi$, and both cosines are one. Then $\hat f(G)\simeq15.67/15.708^4=2.57\times10^{-4}$ and $\hat f(3G)\simeq\hat f(G)/81=3.18\times10^{-6}$.

Keeping the six shortest vectors $m$, $\delta b=\hat f\,[\,4+2\cos gR_x\,]$ on the scan line. The mean and the peak-to-peak variation are both $4\hat f$ and the maximum is $6\hat f$. For a general position the same six vectors give $\delta b=2\hat f\sum_\alpha\cos gR_\alpha$, with mean zero and range $12\hat f$ over the cell, so the entries of the table and the ratios formed from them belong to the scan line, not to the whole cell. For direct sampling the estimates are $0.76757\times4\times0.257=0.79$ mHa for mean and egg-box and $1.18$ mHa for the maximum, against $0.80$, $0.70$ and $1.14$ mHa. For fine sampling they are $0.0098$ and $0.0146$ mHa, against $0.0105$, $0.0094$ and $0.0164$ mHa. This estimate is derived at leading order in $1/qr_c$ from the first shell and is not among the asserted checks; it agrees with the computed values within $14\%$ of the latter. It explains the positive mean error of direct sampling as the contribution of the four vectors perpendicular to the scan, and it gives $n^4=81$ as the scale of the attainable reduction, to be compared with the observed $74.5$. The exponent belongs to a projector that vanishes quadratically at $r_c$. For the egg-box the restriction to the first shell is not controlled by $1/qr_c$, because the coefficient of $\cos gR_x$ collects all vectors $(1,m_y,m_z)$. The four with $|m|=\sqrt2$ add $4\times\tfrac14\cos(\sqrt2\,gr_c)$ and the four with $|m|=\sqrt3$ add $\tfrac49\cos(\sqrt3\,gr_c)$ to the $\cos(gr_c)$ of the first shell. For $r_c=3H$ the second shell adds $0.05$ for $g=G$ and $-0.14$ for $g=3G$ at this order, and the third adds $0.15$ and $-0.38$. The leading order is not enough for these shells. One more integration by parts replaces $\cos qr_c$ by $\cos qr_c-(\xi'''/q\xi'')\sin qr_c$, with $\xi'''/\xi''=3(2/r_c-r_c/\sigma^2)=3.4$ bohr$^{-1}$ at $r_c$; the added term vanishes for the first shell but not for these two. With it the second shell adds $-0.11$ for $g=G$, reversing the sign, and $-0.09$ for $g=3G$, and the third adds $0.10$ and $-0.37$. The four vectors with $|m|=\sqrt5$ add $-0.03$ and $0.11$, and the eight with $|m|=\sqrt6$ add $-0.14$ and $0.21$. The closeness of the first-shell estimate to the computed egg-box thus rests on a partial cancellation among several shells; the later ones are not summed here. For another ratio $r_c/H$ the reduction factor depends on the phases of several shells and need not be close to $n^4$, so the closeness of $74.5$ to $81$ is not a general rule.

The cubic egg-box equals the fine one to the digits shown, as Remark 5 implies when the aliases with $m$ not a multiple of three are damped below those of the fine grid. The linear value is higher by $0.0007$ mHa. That the excess is the remnant of the $m=\pm1$ aliases, damped as $(kH)^2$ and not as $(kH)^4$, is a conjecture consistent with Lemma 6; the terms were not separated. Going from linear to cubic weights here changes the egg-box by less than a tenth, lowers the bias of $b$ by the factor $5.590\times10^{-3}/2.015\times10^{-4}=28$, and lengthens the dot product from $260$ to $630$ points, against $113$ for direct sampling. The numerical check that follows prints the computed values; the alias estimates above are worked by hand from them.

## Calculated quantities

```
H = 0.4 bohr, n = 3, h = 0.13333 bohr, G = 15.7080 1/bohr
rc = 1.2 bohr, sigma = 1.5 bohr, D = 1.0 Ha
linear: kappa = 0.074074
linear: k = 1.5 1/bohr, c(k) = 0.973599, c(k+G) = 1.168e-02, c(k-G) = 1.472e-02
cubic: kappa = 0.013717
cubic: k = 1.5 1/bohr, c(k) = 0.998281, c(k+G) = 7.406e-04, c(k-G) = 9.789e-04
1D soft Gaussian (width 0.5 bohr): direct b/exact = 1.000000
1D soft linear: b/exact = 0.973599 (psi route), 1.000000 (u route)
1D soft cubic: b/exact = 0.998281 (psi route), 1.000000 (u route)
linear: random psi, fine route -0.0203954244, restricted -0.0203954244 bohr^1.5
linear: force, finite diff -0.0500848, restricted dp/dR -0.0500848 Ha/bohr
linear: x^2 moment defect 0.04380, predicted 0.04379 bohr^3.5
cubic: random psi, fine route 0.1990266882, restricted 0.1990266882 bohr^1.5
cubic: force, finite diff -0.0519337, restricted dp/dR -0.0519337 Ha/bohr
cubic: x^4 moment defect -0.01557, predicted -0.01557 bohr^5.5
points direct: mean 113, sphere volume 113
n = 3: fine points in sphere, mean 3052
n = 3 linear: points of w 260, Steiner 261, ratio to direct 2.30
n = 3 cubic: points of w 630, Steiner 633, ratio to direct 5.58
n = 5: fine points in sphere, mean 14136
n = 5 linear: points of w 298, Steiner 299, ratio to direct 2.65
n = 5 cubic: points of w 697, Steiner 698, ratio to direct 6.18
linear: Steiner bound for any n 363 points
cubic: Steiner bound for any n 804 points
projector norm N = 1.11653 bohr^-1.5, orbital norm = 0.23068 bohr^-1.5
exact b = 0.383785, E = 0.147291 Ha, integral of p = 1.84724 bohr^1.5
<p|lap psi> = -0.47671 bohr^-2, <p|sum d4 psi> = 0.59159 bohr^-4
scan: 24 positions along x over one cell
direct: mean dE 0.8007 mHa, max|dE| 1.1381 mHa
direct: egg-box 0.6978 mHa = 18.988 meV
linear: mean dE -4.2494 mHa, max|dE| 4.2532 mHa
linear: egg-box 0.0101 mHa = 0.274 meV
cubic: mean dE -0.1441 mHa, max|dE| 0.1476 mHa
cubic: egg-box 0.0094 mHa = 0.255 meV
fine: mean dE 0.0105 mHa, max|dE| 0.0164 mHa
fine: egg-box 0.0094 mHa = 0.255 meV
linear: bias of b -5.5903e-03, predicted -5.6499e-03, egg-box reduction 69.2
cubic: bias of b -2.0149e-04, predicted -2.0775e-04, egg-box reduction 74.5
```
